# Minimum Normal Energy for an Ion to Reach a Charged Trench Floor

## What dimensions and symmetry fix

A positive ion of charge \(q=Ze\) and mass \(M\) enters a trench of depth \(H\) whose insulating surfaces hold charge. Let \(z\) be the depth below the mouth and \(\varphi(z)\) the given electrostatic potential along the trench axis. We seek the smallest normal energy at the mouth, \(W_0=\tfrac12Mv_0^2\), with which the ion can reach the floor at \(z=H\).

The threshold \(W^*\) can depend on \(q\), \(M\), \(H\) and the potential. Charge times voltage is an energy. A mass and a length cannot enter a further energy without a time, and a static potential supplies none. Hence

\[
W^*=q\,F[\varphi],
\]

where \(F\) is a voltage determined by the shape of \(\varphi\) as a function of \(z/H\). Neither the mass nor the absolute depth matters if that shape is held fixed.

Adding a constant to \(\varphi\) changes no force, so \(F\) depends on potential differences. Multiplying \(\varphi\) by a positive factor multiplies \(F\) by the same factor.

These arguments do not select one functional. The floor-to-mouth difference \(\varphi(H)-\varphi(0)\) satisfies them, and so does the largest rise met on the way. The equation of motion decides between the two.

## Assumptions and the energy integral

Let \(x\) be the distance from the mid-plane of the trench and \(y\) the direction along its length. The assumptions are:

- The trench is long and uniform in \(y\), and its potential is even in \(x\).
- The potential is static and twice continuously differentiable for \(0\le z\le H\).
- The ion enters at \(x=0\) with \(v_x=0\) and \(v_0>0\). It meets no gas molecule, and magnetic forces are neglected.

Because the potential is even in \(x\), \(\partial\varphi/\partial x=0\) at \(x=0\), and the ion stays on the axis. Because the potential does not depend on \(y\), the velocity \(v_y\) is constant, and its energy cannot be spent on climbing towards the floor. What remains is

\[
M\ddot z=-q\,\varphi'(z).
\]

Multiply by \(\dot z\). The left side becomes \(\frac{d}{dt}\left(\tfrac12M\dot z^2\right)\), and the right side becomes \(-\frac{d}{dt}\,q\varphi(z(t))\). Integrating from the moment of entry gives

\[
\tfrac12M\dot z^2=W_0-U(z),\qquad U(z)=q[\varphi(z)-\varphi(0)].
\]

The minus sign states that a positive ion loses kinetic energy as the potential rises.

## The threshold

Define

\[
\boxed{W^*=\max_{0\le z\le H}U(z)=q\max_{0\le z\le H}[\varphi(z)-\varphi(0)]}
\]

The point \(z=0\) belongs to the interval and \(U(0)=0\), so \(W^*\ge0\).

**Below the threshold.** Suppose \(W_0<W^*\), and let \(z_m\) be a point where \(U(z_m)=W^*\). At \(z_m\) the energy integral would require a negative kinetic energy, so the ion cannot be there. Since its path is continuous and \(z_m\le H\), it cannot reach the floor. It can go no further than the first point \(z_1\) where \(U(z_1)=W_0\). If \(\varphi'(z_1)>0\), the ion stops there, the force points outward and the ion returns. If \(\varphi'(z_1)=0\), as at the top of a lower, smooth hump, the ion creeps towards \(z_1\) without ever reaching it. In neither case does it arrive at the floor.

**Above the threshold.** Suppose \(W_0>W^*\). Then everywhere on the path

\[
\dot z\ge\sqrt{\frac{2(W_0-W^*)}{M}}>0 .
\]

The velocity cannot change sign, and the transit time is at most \(H\) divided by this lower bound. The ion arrives.

The floor potential alone therefore gives the threshold when no point on the way lies above it. Otherwise the highest point on the way controls the passage, even though the ion regains energy beyond it.

If the mouth is itself a highest point, \(W^*=0\) and every ion with \(v_0>0\) arrives.

## Does an ion with the threshold energy arrive?

Let \(W_0=W^*>0\), and let \(s\) be the distance still to go to the first maximum.

At an interior maximum \(\varphi'=0\). If \(|\varphi''|\le C\) nearby, Taylor's theorem gives \(W^*-U\le\tfrac12qCs^2\). The speed then obeys

\[
v\le s\sqrt{\frac{qC}{M}},\qquad
T\ge\sqrt{\frac{M}{qC}}\int_0\frac{ds}{s}=\infty .
\]

The ion needs infinite time, and \(W^*\) is a limit that must be exceeded. The same bound applies if the maximum is at the floor and \(\varphi'(H)=0\).

If the floor is the sole maximum and \(\varphi'(H)=g>0\), then \(W^*-U\approx qgs\) and \(v\approx\sqrt{2qgs/M}\). The integral of \(s^{-1/2}\) converges at \(s=0\), so the ion arrives in finite time with zero speed. For a uniform retarding field, \(U=W^*z/H\), and

\[
v=v_0\sqrt{1-\frac zH},\qquad
T=\frac1{v_0}\int_0^H\frac{dz}{\sqrt{1-z/H}}=\frac{2H}{v_0}.
\]

## Delay just above an interior barrier

Let the potential have a single highest point \(z^*\), inside the trench, with \(\varphi''(z^*)<0\). Let its third derivative be bounded nearby, as it is for any potential in charge-free space. Take \(W_0=W^*+\delta\) with small \(\delta>0\). With \(s=z-z^*\),

\[
U\approx W^*-\tfrac12M\lambda^2s^2,\qquad
\lambda^2=\frac{q|\varphi''(z^*)|}{M}.
\]

The energy integral gives \(v=\sqrt{2\delta/M+\lambda^2s^2}\). The time spent between \(s=-\ell\) and \(s=\ell\) is

\[
\int_{-\ell}^{\ell}\frac{ds}{\sqrt{2\delta/M+\lambda^2s^2}}
=\frac2\lambda\,\operatorname{arsinh}\!\left(\lambda\ell\sqrt{\frac{M}{2\delta}}\right).
\]

For large argument \(\operatorname{arsinh}u\approx\ln(2u)\), so this becomes

\[
\frac2\lambda\ln\!\left(2\lambda\ell\sqrt{\frac{M}{2\delta}}\right)
=\frac1\lambda\ln\frac{2M\lambda^2\ell^2}{\delta}.
\]

The time outside this interval tends to a constant as \(\delta\to0\). Hence

\[
T=\frac1\lambda\ln\frac1\delta+\text{constant},
\]

where changing the energy unit of \(\delta\) changes the constant. Reducing the excess energy tenfold adds \(\ln10/\lambda\) to the transit time. The mass, absent from the threshold, enters this time scale through \(\lambda\).

## A model potential inside the trench

An axial function should belong to a two-dimensional potential that satisfies Laplace's equation in the empty trench. With \(k=\pi/H\), take

\[
\varphi(x,z)=V_m+\Delta V\frac zH+A\cosh(kx)\sin(kz),
\]

with \(\Delta V>0\) and \(A\ge0\). The linear part has no second derivatives. For the last term,

\[
\partial_x^2\to k^2A\cosh(kx)\sin(kz),\qquad
\partial_z^2\to-k^2A\cosh(kx)\sin(kz),
\]

and the sum vanishes. Since \(\sin0=\sin\pi=0\), the mouth is at \(V_m\) and the floor at \(V_m+\Delta V\) across the whole width. The sidewalls at \(x=\pm w/2\) must carry the charge that supports the corresponding wall potential. Whether a given plasma produces such a distribution is a separate charging problem.

The mouth is idealised. The model holds the whole opening at \(V_m\), although the field just inside has the strength \((\Delta V+\pi A)/H\) on the axis. Only charge in the opening itself, as on a fine grid, could end this field there. At an open mouth the field spreads into the space above, and \(\varphi(0)\) differs from \(V_m\). The threshold rule still holds with the actual \(\varphi(0)\), but the formulas below belong to the idealised mouth.

An axial maximum does not conflict with Laplace's equation. There \(\partial_z^2\varphi<0\) implies \(\partial_x^2\varphi>0\): the point is a saddle. A positive ion displaced slightly sideways is pushed back towards the axis.

On the axis,

\[
\varphi'(z)=\frac{\Delta V+\pi A\cos(kz)}H .
\]

The cosine falls steadily from \(1\) to \(-1\), which leaves two cases.

**Weak hump, \(\pi A\le\Delta V\).** The slope is never negative, the floor is the highest point, and \(W^*=q\Delta V\).

**Strong hump, \(\pi A>\Delta V\).** The slope changes once from positive to negative, at

\[
\cos(kz^*)=-\frac{\Delta V}{\pi A}.
\]

Since \(0<kz^*<\pi\), the sine is positive, and

\[
W^*=q\left[\Delta V\frac{z^*}H+A\sqrt{1-\left(\frac{\Delta V}{\pi A}\right)^2}\,\right].
\]

## Two limits of the strong-hump formula

Just beyond the change of case, write \(\pi A=\Delta V(1+\eta)\) with \(0<\eta\ll1\), and \(kz^*=\pi-\theta\). Then \(\cos\theta=1/(1+\eta)\), so \(\theta^2\approx2\eta\). The excess over the floor value is

\[
\frac{W^*}{q}-\Delta V=-\frac{\Delta V\,\theta}\pi+A\sin\theta
\approx\frac{\Delta V}\pi\left(\eta\theta-\frac{\theta^3}6\right).
\]

Replacing \(\eta\) by \(\theta^2/2\) gives

\[
\frac{W^*}{q}-\Delta V\approx\frac{\Delta V\,\theta^3}{3\pi}
=\frac{\Delta V}{3\pi}(2\eta)^{3/2}.
\]

The threshold is continuous, and the excess starts slowly because the maximum first appears next to the floor.

For \(\pi A\gg\Delta V\), the maximum lies near mid-depth: \(z^*/H\approx\tfrac12+\Delta V/(\pi^2A)\). The linear part contributes \(\Delta V/2+\Delta V^2/(\pi^2A)\), and expanding the square root gives \(A-\Delta V^2/(2\pi^2A)\). Together,

\[
\frac{W^*}{q}\approx A+\frac{\Delta V}2+\frac{\Delta V^2}{2\pi^2A}.
\]

## Ions away from the axis

For an ion entering elsewhere, normal energy is not separately conserved, because the transverse and normal motions exchange energy. In this potential there is still a bound. The mouth is an equipotential, so the in-plane energy relative to it is \(W_0+W_x\), where \(W_x\) is the transverse kinetic energy at entry. Every path to the floor crosses the depth \(z^*\) of the axial maximum (\(z^*=H\) for a weak hump). At the crossing, kinetic energy is not negative and \(\cosh(kx)\ge1\), so

\[
W_0+W_x\ge q[\varphi(x,z^*)-V_m]\ge W^* .
\]

For normal incidence, \(W_x=0\), no entry point has a threshold below \(W^*\), and the axis attains this value. For oblique incidence the inequality gives \(W_0\ge W^*-W_x\). This is a lower bound and need not be the threshold.

## Worked example

Take singly charged molecular oxygen ions, with mass rounded to 32 u, in a trench 1000 nm deep and 250 nm wide. Let \(V_m=5\) V, the floor potential be 30 V and \(A=15\) V. Then \(\Delta V=25\) V and \(\pi A=47.12\) V, which is the strong-hump case:

\[
\cos(kz^*)=-\frac{25}{47.12}=-0.5305,\qquad z^*=678\ \text{nm}.
\]

The two parts of the barrier are

\[
25\times0.678=16.95\ \text{eV},\qquad
15\sqrt{1-0.5305^2}=12.715\ \text{eV},
\]

so \(W^*=29.665\) eV, or about 29.7 eV. Numerical integration of Newton's equation, with the entry energy varied until the ion's fate changes, also gives 29.665 eV. The large-hump expansion gives \(15+12.5+2.1=29.6\) eV.

The floor potential alone would suggest 25 eV, which is 4.7 eV too low. An ion entering with 27.33 eV has enough energy for the floor potential but is turned back in the computed trajectory. With \(A\) reduced to 5 V and the other settings held fixed, the hump is weak and the computed threshold is 25.000 eV.

The energy at impact is \(W_0-q\Delta V\). An ion entering 0.001 eV above threshold strikes the floor with 4.666 eV. An interior barrier thus removes the slowest impacts: in this model, axial ions that arrive do so with more than about 4.7 eV.

For the delay, \(|\varphi''(z^*)|=k^2A\sin(kz^*)\) gives \(\lambda=1.945\times10^{10}\ \text{s}^{-1}\), and \(\ln10/\lambda=0.1184\) ns. The computed transit times are 0.5624 ns at an excess of 0.001 eV and 0.6807 ns at 0.0001 eV. Their difference, taken before rounding, is 0.1184 ns. In a uniform field with the same \(\Delta V\), an ion barely above threshold arrives in 0.163 ns, in agreement with the finite limit \(2H/v_0\).

Normally incident ions entering 25 nm and 50 nm off the axis have thresholds 40 meV and 161 meV above \(W^*\). The ratio is close to four. Near the axis the transverse equation is linear in \(x\), so the displacement and transverse velocity at the barrier scale with the entry offset, and the energy tied up in them scales with its square.

An ion entering on the axis with 30 meV of transverse energy needs 2.7 meV more normal energy than \(W^*\). Here the transverse energy does not help the ion over the barrier, although the bound alone would have allowed a reduction of up to 30 meV.

## Energy before the sheath

The result counts energy at the mouth. Suppose an ion leaves the sheath edge, at potential \(V_s\), with normal energy \(W_s\), and crosses a static, collisionless sheath to the mouth. Then \(W_0=W_s+q[V_s-\varphi(0)]\). Inserting this in \(W_0>W^*\) cancels \(\varphi(0)\):

\[
W_s+qV_s>q\,\varphi_{\max}.
\]

In the example \(\varphi_{\max}=5+29.67=34.67\) V. A singly charged ion of negligible initial energy needs a sheath-edge potential above this value, on the same voltage scale. A doubly charged ion has twice the threshold energy at the mouth but also gains twice the energy in the sheath, so for negligible \(W_s\) the required potential is unchanged.

## The model beside a real etching trench

The dimensions, a gas pressure of 10 mTorr and an ion density of \(10^{11}\ \text{cm}^{-3}\) are rough values for low-pressure plasma etching. Charging potentials of tens of volts are plausible there: directed ions can reach the floor, while most electrons, with their broad spread of angles, strike the sidewalls first. The hump is a chosen feature, and this mechanism does not explain it. The hump needs positive charge along the sidewalls. Negative sidewalls above a positive floor give instead a potential well in the upper trench, with the floor as the highest point on the axis, and the threshold is then set by the floor. Two assumptions are the most likely to change the number: the prescribed wall potential and the equipotential mouth. In a real trench the wall potential adjusts until the currents to each insulating surface balance. At an open mouth the field spreads outward. In the example the field just inside the mouth is 0.072 V/nm, or 3.6 V over 50 nm, so \(\varphi(0)\) can shift by several volts and \(W^*\) by several eV. The off-axis shifts would change too. The condition on the sheath-edge potential contains \(\varphi_{\max}\), deep in the trench, and not \(\varphi(0)\), so it is much less sensitive to the mouth. With the mouth potential fixed, a change of 1 V in the highest axial potential moves \(W^*\) by 1 eV for a singly charged ion.

The other omissions have these sizes:

- **Gas collisions.** With a rough cross-section \(\sigma=10^{-14}\ \text{cm}^2\) and gas density \(n=p/(k_BT)\) at 300 K, the collision probability \(n\sigma H\) is about \(3\times10^{-4}\).
- **Time dependence.** At 35 eV entry the transit takes 0.13 ns, or 0.2% of a 13.56 MHz period. The trench potential is nearly frozen during one passage, but the sheath is not. At this ion density and an electron temperature of a few eV, a 35 V sheath is roughly 0.2 mm thick and the ion needs about half a period to cross it. The entry energy then varies with the phase of the sheath, and the static condition on \(V_s\) is only a guide.
- **Image forces.** Adding the nearest images in metal sidewalls and a metal floor gives 7 meV at the barrier, which is an overestimate. Summing all sidewall images gives \(e^2\ln(1+r)/(4\pi\varepsilon_0w)\) with \(r=(\varepsilon-1)/(\varepsilon+1)\): 4.0 meV for metal (\(r=1\)) and 2.7 meV for oxide (\(\varepsilon=3.9\)).
- **Space charge.** A slab of thickness \(H\) at the stated ion density gives \(neH^2/(8\varepsilon_0)=0.23\) mV.
- **Single charges.** One elementary charge on the wall, 125 nm from the ion and treated as if in vacuum, contributes 11.5 mV. On an oxide wall the factor \(2/(1+\varepsilon)\) lowers this to 4.7 mV, and the opposite wall lowers it further to about 4 mV. A single charge is thus comparable to the image energy and well above the space charge, so fluctuations of several wall charges can outweigh both.

The insulator must also sustain the assumed voltage. If 100 nm of it separates the floor from a grounded conductor, the field there is \(30\ \text{V}/100\ \text{nm}=3\) MV/cm, about 0.3 of a rough oxide breakdown strength of 10 MV/cm. Along the sidewall the field reaches 0.76 MV/cm. Surface conduction can begin below bulk breakdown, depending on the surface. If it flattened the hump until \(\pi A\le\Delta V\), with mouth and floor potentials unchanged, the threshold would fall from 29.7 eV to 25 eV.

The values used here are listed in the numerical output below.

## Computed values

```
Trench depth H: 1000 nm
Trench width: 250 nm
Mouth potential: 5.0 V
Floor potential: 30.0 V
Hump amplitude A: 15.0 V
Ion mass (O2+, rounded): 32 u
Floor minus mouth potential: 25.0 V
pi*A: 47.12 V
cos(k z*): -0.5305
Barrier position z*: 678.0 nm
Linear part of barrier: 16.950 eV
Hump part of barrier: 12.715 eV
Threshold W*, closed form: 29.665 eV
Threshold from Newton's equations: 29.665 eV
Excess of W* over floor-only estimate: 4.665 eV
Peak axial potential: 34.67 V
Peak sidewall potential: 35.67 V
Test ion turned back, entry energy: 27.33 eV
Floor impact energy, entry at W*+0.001 eV: 4.666 eV
Weak hump amplitude: 5.0 V
Threshold with weak hump: 25.000 eV
Worst error of maximum rule, 3 other profiles: 1.5e-05 eV
Barrier rate lambda: 1.945e+10 1/s
Transit time at W*+0.001 eV: 0.5624 ns
Transit time at W*+0.0001 eV: 0.6807 ns
Added delay, trajectories: 0.1184 ns
Added delay, ln(10)/lambda: 0.1184 ns
Uniform field, arrival time near W*: 0.1627 ns
Threshold shift, entry 25 nm off axis: 40.2 meV
Threshold shift, entry 50 nm off axis: 161.2 meV
Transverse energy of oblique ion: 30 meV
Normal threshold shift, oblique ion: 2.7 meV
Transit time at 35 eV entry: 0.1298 ns
Radio frequency: 13.56 MHz
Fraction of RF period in transit: 1.76e-03
Gas pressure: 10 mTorr
Gas temperature: 300 K
Collision cross-section (rough): 1e-14 cm2
Collision probability in trench: 3.2e-04
Image energy at barrier (metal walls): 6.9 meV
Potential of one extra wall charge: 11.5 mV
Ion density (rough): 1e+11 cm-3
Space-charge potential (slab size H): 0.23 mV
Largest field along sidewall: 0.76 MV/cm
Insulator under floor, on ground: 100 nm
Field in insulator under floor: 3.0 MV/cm
Breakdown strength of oxide (rough): 10 MV/cm
Under-floor field / strength: 0.30
```
